# Tetrahedral reduction of the bound-state condition for four equally perturbed orbitals

## Problem

A crystal with one-electron Hamiltonian $H_0$ has the full tetrahedral symmetry $T_d$ about a point. Four orthonormal orbitals $|1\rangle,\dots,|4\rangle$ surround this point, one along each of the directions

$$
\mathbf d_1=(1,1,1),\quad \mathbf d_2=(1,-1,-1),\quad \mathbf d_3=(-1,1,-1),\quad \mathbf d_4=(-1,-1,1).
$$

The operations of $T_d$ permute them without changes of sign. This holds for $s$ orbitals and for hybrids pointing along these directions, but not for $\pi$ orbitals. A defect shifts the energy of each orbital by the same real amount $U\neq0$:

$$
H=H_0+V,\qquad V=U\sum_{i=1}^{4}|i\rangle\langle i| .
$$

Define $G(E)=(E-H_0)^{-1}$, $G_{00}=\langle1|G|1\rangle$ and $G_{01}=\langle1|G|2\rangle$. Spin is left out, and $E$ lies in a gap of $H_0$.

1. Show that the levels of $H$ in the gap follow from a $4\times4$ determinant, with the correct multiplicity.
2. Use the symmetry to reduce the determinant to scalar equations in $G_{00}$ and $G_{01}$, and name the representations.
3. Decide when each equation has a solution. Find how its level moves with $U$ and how much of the state lies on the four orbitals.
4. Treat the removal of the four orbitals from the crystal, and the approach to this limit at large $|U|$.
5. State what changes if the defect also couples the orbitals equally to one another, or shifts one of them differently.
6. Take a diamond-structure crystal with one $s$ and three $p$ orbitals per atom and nearest-neighbour hopping. Let $E_s=-7$ eV, $E_p=0$, $V_{ss}=-4$ eV, $V_{sp}=5$ eV, $V_{pp\sigma}=7$ eV and $V_{pp\pi}=-2.5$ eV. The perturbed orbitals are the four $sp^3$ hybrids of one atom. Find the values of $U$ that bind a level, the levels of the ideal vacancy, and the size of the main neglected effects.

## Solution

### 1. From the crystal to four amplitudes

The eigenvalue equation is $(E-H_0)\psi=V\psi$. Since $E$ is outside the spectrum of $H_0$, the inverse $G(E)$ exists and is bounded, so

$$
\psi=GV\psi=U\sum_j c_j\,G|j\rangle,\qquad c_j=\langle j|\psi\rangle .
$$

Multiplication by $\langle i|$ gives

$$
c_i=U\sum_j G_{ij}c_j,\qquad G_{ij}=\langle i|G|j\rangle. \tag{1}
$$

A nonzero $\psi$ cannot have all $c_j=0$, because the expression for $\psi$ would then vanish. Conversely, let $c$ be a nonzero solution of (1) and define $\psi=U\sum_jc_jG|j\rangle$. Its amplitudes on the four orbitals are the $c_i$, by (1). It also satisfies $(E-H_0)\psi=U\sum_jc_j|j\rangle=V\psi$. Solutions $c$ and eigenstates $\psi$ therefore correspond one to one. The levels obey

$$
\det(1-UG)=0, \tag{2}
$$

where $G$ now denotes the $4\times4$ block, and the degeneracy of a level is the number of independent solutions $c$.

### 2. Symmetry of the block

An operation $R$ of $T_d$ commutes with $H_0$, hence with $G$. If $R|i\rangle=|\pi(i)\rangle$, then

$$
G_{\pi(i)\pi(j)}=\langle i|R^\dagger GR|j\rangle=G_{ij}.
$$

The 24 operations of $T_d$ produce all $4!=24$ permutations of the corners of a tetrahedron. Some operation therefore carries any orbital into any other, and any ordered pair of different orbitals into any other such pair. All diagonal elements equal $G_{00}$ and all off-diagonal elements equal $G_{01}$. In particular $G_{12}=G_{21}$. Because $G$ is Hermitian at real $E$ in the gap, $G_{01}$ is real.

Equation (1) for the first orbital becomes

$$
c_1=U\left[G_{00}c_1+G_{01}(c_2+c_3+c_4)\right],
$$

with corresponding equations for the others. There are two kinds of solution.

If all amplitudes are equal, the three neighbours contribute $3c_1$. This pattern is unchanged by every operation and belongs to $A_1$:

$$
\boxed{1=U\,(G_{00}+3G_{01})}\qquad(A_1,\ \text{one state}). \tag{3}
$$

If the amplitudes sum to zero, then $c_2+c_3+c_4=-c_1$, and the same replacement works in each of the four equations:

$$
\boxed{1=U\,(G_{00}-G_{01})}\qquad(T_2,\ \text{three states}). \tag{4}
$$

There are three independent zero-sum vectors, for example

$$
\tfrac12(1,1,-1,-1),\quad \tfrac12(1,-1,1,-1),\quad \tfrac12(1,-1,-1,1).
$$

By the signs of the components of $\mathbf d_i$, these amplitudes follow $x$, $y$ and $z$. They transform like a vector, which is the representation $T_2$ of $T_d$.

Together with $\tfrac12(1,1,1,1)$ these vectors form an orthonormal basis of the four-dimensional space, so no solution is missed:

$$
\det(1-UG)=\left[1-U(G_{00}+3G_{01})\right]\left[1-U(G_{00}-G_{01})\right]^3 .
$$

The coupling through the crystal, $G_{01}$, is what separates the two kinds of level. At an energy where $G_{01}=0$ the two conditions coincide, and a level there is fourfold degenerate.

### 3. Existence, motion and weight

Write $g_A=G_{00}+3G_{01}$ and $g_T=G_{00}-G_{01}$. Let $|e\rangle$ be the normalized combination of the four orbitals that belongs to the chosen equation. Then $g(E)=\langle e|G(E)|e\rangle$. Since $dG/dE=-G^2$,

$$
g'(E)=-\langle e|G^2|e\rangle<0 . \tag{5}
$$

Each $g$ falls steadily across the gap, so each of (3) and (4) has at most one root there. Let $g(E_v)$ and $g(E_c)$ be the limits at the valence and conduction edges. A root exists if and only if

$$
g(E_c)<\frac1U<g(E_v). \tag{6}
$$

When both limits are finite, a sufficiently weak perturbation of either sign binds nothing, because $1/U$ then lies outside the interval. This is the usual situation in three dimensions: at a quadratic band edge the density of states vanishes as the square root of the distance from the edge, and the sum over states converges. In one or two dimensions the sum diverges if $|e\rangle$ has weight on the edge states, and an arbitrarily weak perturbation of the right sign then binds.

Differentiation of $1=Ug(E)$ with respect to $U$ gives $0=g+Ug'\,dE/dU$. With $g=1/U$,

$$
\frac{dE}{dU}=-\frac{1}{U^2g'(E)}>0 . \tag{7}
$$

The same quantity is the weight of the state on the four orbitals. If the amplitude on $|e\rangle$ is $\alpha$, then $\psi=U\alpha\,G|e\rangle$, and normalization requires

$$
1=U^2|\alpha|^2\langle e|G^2|e\rangle=-U^2|\alpha|^2g'(E).
$$

Hence $|\alpha|^2=dE/dU$. A level with little weight on the perturbed orbitals responds weakly to their energy.

### 4. Removal of the orbitals

Let $P$ project on the four orbitals, and suppose they are deleted. A state of the remaining crystal has $P\psi=0$ and satisfies $(E-H_0)\psi=f$, where $f=-PH_0\psi$ lies in the space of the deleted orbitals. Thus $\psi=Gf$, and $P\psi=0$ requires

$$
PGP\,f=0 .
$$

Here $f\neq0$, since otherwise $\psi=Gf$ would vanish. Conversely, any such $f$ gives a state $\psi=Gf$ of the remaining crystal. The conditions are

$$
G_{00}+3G_{01}=0\quad(A_1),\qquad G_{00}-G_{01}=0\quad(T_2). \tag{8}
$$

They are the limits of (3) and (4) for $U\to+\infty$ and for $U\to-\infty$ alike. An orbital at a very high or very low energy is equally inaccessible to electrons in the gap.

Near a vacancy level $E_0$, where $g(E_0)=0$, the expansion $g(E)\approx g'(E_0)(E-E_0)$ inserted in $g=1/U$ gives

$$
E(U)\approx E_0+\frac{1}{U\,g'(E_0)} . \tag{9}
$$

Because $g'<0$, the level approaches $E_0$ from below for large positive $U$ and from above for large negative $U$. By (7) the weight on the four orbitals vanishes as $1/U^2$.

### 5. Other perturbations

Suppose the defect also adds a coupling $W$ between every pair. Its $4\times4$ matrix has $U$ on the diagonal and $W$ elsewhere, the same form as $G$. Equal amplitudes give the eigenvalue $U+3W$ and zero-sum amplitudes give $U-W$:

$$
1=(U+3W)(G_{00}+3G_{01}),\qquad 1=(U-W)(G_{00}-G_{01}). \tag{10}
$$

For the hybrids of one atom this has a direct meaning. With $|i\rangle=\tfrac12(|s\rangle+\mathbf d_i\cdot|\mathbf p\rangle)$, the vectors $\mathbf d_i$ sum to zero, so $\tfrac12\sum_i|i\rangle=|s\rangle$. Likewise $\tfrac12(|1\rangle+|2\rangle-|3\rangle-|4\rangle)=|p_x\rangle$. Therefore $g_A$ and $g_T$ are the $s$ and $p$ Green functions of the site, and a substituted atom with different shifts $U_s$ and $U_p$ has $U+3W=U_s$ and $U-W=U_p$. Equal perturbation of the hybrids with $W=0$ means $U_s=U_p$.

If only orbital 1 receives a different shift, the symmetry is lowered. Two independent zero-sum vectors have $c_1=0$. They do not feel the change and stay at the old $T_2$ energy. The third $T_2$ state has weight on orbital 1 and can now mix with $A_1$, so its energy no longer follows from (3) or (4).

### 6. A diamond-like host

**Band edges.** Let $l_x,l_y,l_z$ be the direction cosines from the first atom to the second. The hopping elements are

$$
\langle s|H_0|s\rangle=V_{ss},\quad \langle s|H_0|p_x\rangle=l_xV_{sp},\quad \langle p_x|H_0|s\rangle=-l_xV_{sp},
$$

$$
\langle p_x|H_0|p_y\rangle=l_xl_y(V_{pp\sigma}-V_{pp\pi}),\quad
\langle p_x|H_0|p_x\rangle=l_x^2(V_{pp\sigma}-V_{pp\pi})+V_{pp\pi}.
$$

At zero wavevector the contributions of the four neighbours add. The terms linear in $l_x$ and those in $l_xl_y$ cancel, and $l_x^2=\tfrac13$ leaves

$$
\tfrac43(V_{pp\sigma}-V_{pp\pi})+4V_{pp\pi}
=\tfrac43(V_{pp\sigma}+2V_{pp\pi})=\tfrac43(7-5)\ \text{eV}=2.667\ \text{eV}.
$$

The $p$ levels are therefore at $E_p\pm2.667$ eV. On a mesh of $24^3$ wavevectors these are the highest valence and lowest conduction energies. The gap is 5.333 eV.

**Thresholds.** The functions $g_A$ and $g_T$ are sums over Bloch states, $\sum_n|\langle e|n\rangle|^2/(E-E_n)$. Their edge values, extrapolated from meshes of $12^3$ and $24^3$ wavevectors, are

$$
g_A:\ 0.0110\ \text{and}\ -0.0421\ \text{eV}^{-1},\qquad
g_T:\ 0.0320\ \text{and}\ -0.0714\ \text{eV}^{-1},
$$

with the valence edge first. The extrapolation assumes an error proportional to $1/n$ on a mesh of $n^3$ points, which suits $g_T$. The function $g_A$ has no pole at the edges and converges faster: at the valence edge the $1/n$ rule gives 0.01107 eV$^{-1}$, while meshes up to $48^3$ settle at 0.01104 eV$^{-1}$, the value used here. Condition (6) then says that $T_2$ is bound for $U>31$ eV or $U<-14$ eV, and $A_1$ for $U>91$ eV or $U<-24$ eV. The levels, in eV above the valence edge, are:

| $U$ (eV) | $A_1$ | $T_2$ |
|---:|---:|---:|
| $-10$ | none | none |
| $-20$ | none | 4.80 |
| $-40$ | 4.12 | 3.41 |
| $-80$ | 2.90 | 2.52 |
| $1000$ | 1.28 | 1.52 |
| $100$ | 0.13 | 0.91 |
| $10$ | none | none |

As a test of the reduction, a periodic crystal of 64 primitive cells was diagonalized directly with each of these perturbations on one atom. The number of gap levels and their energies agree with (3) and (4), evaluated for that same crystal, to within $10^{-7}$ eV. In so small a crystal each state at a gap edge has a finite $p$ weight on the atom, so $g_T$ diverges at both edges and a $T_2$ level exists for every $U$. The comparison therefore tests the equations, not the thresholds or the "none" entries for $T_2$, which belong to the infinite crystal.

**Vacancy.** The zeros of the two functions lie at

$$
E_{A_1}=1.40\ \text{eV},\qquad E_{T_2}=1.59\ \text{eV}
$$

above the valence edge. At the $T_2$ energy both $G_{00}$ and $G_{01}$ equal $-0.000369$ eV$^{-1}$. They need not vanish separately; their difference does.

The slope there is $g_T'=-0.01386$ eV$^{-2}$. For $U=1000$ eV, (9) predicts a shift of $1/(1000\times(-0.01386))=-0.072$ eV, which matches the table: $1.519-1.591=-0.072$ eV. For $U=100$ eV the prediction is $-0.72$ eV and the actual shift is $-0.68$ eV, so the first-order law overstates its size by about 6%.

The order of the levels follows from the sign of $G_{01}$, because $g_A-g_T=4G_{01}$ and both functions fall with energy. If $G_{01}<0$ at the $T_2$ level, $g_A$ is already below $1/U$ there, so the $A_1$ level lies lower; if $G_{01}>0$, it lies higher. In the vacancy $A_1$ lies below $T_2$, while at $U=-80$ eV it lies above. The two must cross between. At the vacancy $T_2$ energy, $g_A=4\times(-0.000369)=-0.00148$ eV$^{-1}$, so the $A_1$ level passes this energy at $U=1/g_A\approx-680$ eV. The $T_2$ level is then already higher, by (9). The crossing therefore occurs at some $U$ between $-680$ and $-80$ eV, at an energy where $G_{01}=0$.

**Neglected effects.** The following shifts refer to the vacancy in the 64-cell periodic crystal. There the $T_2$ level is 1.69 eV above the valence edge, 0.10 eV higher than for the isolated vacancy. With 1728 cells it is 1.59 eV. The states have 71% of their weight on the four neighbouring hybrids that point into the vacancy. These figures still depend somewhat on the cell: with 216 cells the weight is 74% (75% for the isolated vacancy), the first shift below is 0.38 eV instead of 0.36 eV, and the pairing shifts are about $-0.37$ and $+0.38$ eV.

- *Direct coupling of these hybrids.* Nearest-neighbour hopping omits it. Crude estimates from the overlap of the hybrids (about 0.12 in a minimal basis) range from $-1$ to $-2.7$ eV, depending on the rule used, so the value assumed here is illustrative and probably too small in size. An assumed coupling $t=-0.5$ eV between every pair has the eigenvalue $-t=+0.5$ eV on zero-sum amplitudes. First-order perturbation theory gives $0.705\times0.5=0.35$ eV, and diagonalization gives 0.36 eV. On equal amplitudes the eigenvalue is $3t$, so the $A_1$ level is pushed down, by about 1.2 eV, to within 0.2 eV of the valence edge, and the separation grows. A larger coupling can push $A_1$ out of the gap.
- *Pairing distortion.* If the same $t$ acts only within the pairs (1,2) and (3,4), the threefold level splits into one state at $-0.34$ eV and two at $+0.36$ eV relative to its original position. The amplitudes $(1,1,-1,-1)$ gain from both couplings, which accounts for the single lower state.
- *Outward relaxation.* Let the four neighbours move outward by 10% of a bond length. Their remaining bonds make an angle of cosine $1/3$ with this motion and, to first order in it, shorten by 3.3%. (The sideways part of the motion reduces this to 2.9%.) If hopping varies as the inverse square of distance, the first-order value, used here, gives growth by the factor $(1-0.1/3)^{-2}=1.070$. Through the bond lengths alone, the $T_2$ level rises by only 0.016 eV, and by 0.011 eV with 216 cells and the exact bond lengths. The change of bond angles matters far more: if the hopping elements also follow the new bond directions, the same displacement raises the level by about 0.5 eV. Each neighbour moves towards the plane of its three remaining partners, which leaves its inward orbital more $p$-like and therefore higher in energy.
- *Electron repulsion.* With a rough lattice constant of 0.36 nm the hybrids' atoms are $0.36/\sqrt2=0.255$ nm apart. A rough relative permittivity of 5.7 gives $e^2/(4\pi\varepsilon_0\varepsilon_r r)=0.99$ eV. Bulk screening at such a short distance is itself an approximation, so this is a scale only, and it applies to electrons on different hybrids. Two electrons on the same hybrid repel more strongly: a minimal-basis estimate gives about 20 eV without screening, and 3.6 eV even if the full bulk permittivity is applied.

**Comparison with real diamond.** The hopping parameters are round values in the rough regime of diamond. Real diamond has an indirect gap of roughly 5.5 eV, whereas the model gap is direct. Shifts of 100 or 1000 eV are not energies of a substituted atom; they serve to remove the site. Even the smallest binding threshold, 14 eV in magnitude, is large for replacing carbon by a neighbouring element, so the unrelaxed model with equal shifts should not be used to predict such impurity levels. For the vacancy, the assumption of independent electrons is poor: even the repulsion between electrons on different hybrids, about 1 eV, is five times the calculated $A_1$–$T_2$ separation of 0.19 eV. The neglect of direct coupling matters too, since the assumed coupling moves $T_2$ by more than this separation. The neutral vacancy has four electrons from the broken bonds. Placed in the model's levels, two fill $A_1$ and two occupy the six spin states of $T_2$, which leaves the system open to a symmetry-lowering distortion. The levels 1.40 and 1.59 eV are thus one-electron energies of the stated model, uncertain for the real defect by 1 eV or more, and not predictions of its optical or charge-transition energies. Thermal energy at 300 K, 0.026 eV, is small beside both this uncertainty and the distance of the levels from the band edges.

The remaining digits are in the numerical output below.

## Numbers as computed

```
Input Es, Ep: -7.0, 0.0 eV
Input Vss, Vsp: -4.0, 5.0 eV
Input Vpp sigma, pi: 7.0, -2.5 eV
Valence top, conduction bottom: -2.6667, 2.6667 eV
Gap: 5.3333 eV
Levels below are measured from the valence top
A1 g at valence, conduction edge: 0.01107, -0.04210 1/eV
A1 1/g at these edges: 90.4, -23.8 eV
T2 g at valence, conduction edge: 0.03197, -0.07142 1/eV
T2 1/g at these edges: 31.3, -14.0 eV
U = -80 eV: A1 2.899 eV, T2 2.517 eV
U = -40 eV: A1 4.119 eV, T2 3.413 eV
U = -20 eV: A1 none, T2 4.795 eV
U = -10 eV: A1 none, T2 none
U = 10 eV: A1 none, T2 none
U = 100 eV: A1 0.126 eV, T2 0.910 eV
U = 1000 eV: A1 1.275 eV, T2 1.519 eV
Vacancy T2 level: 1.5908 eV
Vacancy T2 below conduction edge: 3.7425 eV
There G00, G01: -0.000369, -0.000369 1/eV
There d(G00-G01)/dE: -0.013864 1/eV^2
First-order shift at U=1000 eV: -0.0721 eV
Vacancy A1 level in gap: 1.4033 eV
Vacancy T2, 64-cell crystal: 1.6874 eV
Vacancy T2, 1728-cell crystal: 1.5909 eV
Finite-cell error, 64 cells: 0.0966 eV
T2 weight on dangling hybrids, 64 cells: 0.7051
T2 weight on site at U=-40 eV, 64 cells: 0.03957
Outward relaxation 10% of bond, hopping x 1.0702
  T2 shifts: 0.016, 0.016, 0.016 eV
Direct dangling coupling -0.5 eV
  T2 shifts: 0.360, 0.360, 0.360 eV
Pair distortion, coupling -0.5 eV in two pairs
  T2 shifts: -0.343, 0.360, 0.360 eV
Lattice constant, neighbour spacing: 0.36, 0.2546 nm
Screened repulsion, eps_r=5.7: 0.992 eV
Thermal energy at 300 K: 0.0259 eV
```
